\section*{Separating Strain and Hole Doping in Graphene's Raman Shifts}

\section*{Question}

A flake on an oxidized silicon wafer has already been identified as a single graphene layer. Its Raman G peak lies $x=+2\ \mathrm{cm^{-1}}$, and its 2D peak $y=-1\ \mathrm{cm^{-1}}$, from the positions for neutral, unstrained graphene at the same temperature and laser energy. Assume that strain and hole doping are the only causes and that their shifts add. In the plane of G shift (horizontal) and 2D shift (vertical), strain alone moves the point along a line of slope $k_s=2.2$, and holes alone along a line of slope $k_h=0.7$. Both slopes are empirical inputs.

\begin{enumerate}
\item[(a)] Separate the G shift into a strain part $s$ and a hole part $h$. When is the separation unique?
\item[(b)] Each peak has an independent reading error of standard deviation $\sigma=0.5\ \mathrm{cm^{-1}}$. Find the errors of $s$ and $h$, and the effect of small changes in the slopes.
\item[(c)] Convert $s$ to biaxial or uniaxial strain. Take an unstrained G position $\omega_0=1582\ \mathrm{cm^{-1}}$, Gr\"uneisen parameter $\gamma=1.8$, shear parameter $\beta_s=1.0$ and Poisson ratio $\nu=0.17$.
\item[(d)] Derive the G shift caused by holes in the Dirac-cone model, to second order in the electron--phonon coupling.
\item[(e)] Estimate the hole density at 300 K, with Fermi velocity $v=10^6$ m/s, bond length $b=0.142$ nm and hopping parameter $\beta=|d\ln t/d\ln b|=2.5$, where $t$ is the nearest-neighbour hopping energy.
\item[(f)] How do the carrier sign, heating and the choice of laser affect the interpretation?
\end{enumerate}

\section*{Model answers}

\subsection*{(a) The separation}

The G parts add to $x$. Each part carries a 2D shift equal to its slope times its G shift, so
\begin{align}
x&=s+h, & y&=k_ss+k_hh.
\end{align}
Put $h=x-s$ into the second equation:
\begin{align}
y&=k_ss+k_h(x-s)=(k_s-k_h)s+k_hx,\\
s&=\frac{y-k_hx}{k_s-k_h}.
\end{align}
Then
\begin{equation}
h=x-s=\frac{(k_s-k_h)x-y+k_hx}{k_s-k_h}
=\frac{k_sx-y}{k_s-k_h}.
\end{equation}
The numbers give
\begin{align}
s&=\frac{-1-0.7(2)}{1.5}=-1.6\ \mathrm{cm^{-1}},\\
h&=\frac{2.2(2)-(-1)}{1.5}=+3.6\ \mathrm{cm^{-1}}.
\end{align}
The 2D parts are $2.2(-1.6)=-3.52$ and $0.7(3.6)=+2.52\ \mathrm{cm^{-1}}$, which add to $-1.00\ \mathrm{cm^{-1}}$ as required.

Tension softens the bonds and lowers both peaks, so the negative $s$ means tensile strain. The G peak has risen although the layer is stretched, because the hole part is larger. In the 2D peak the strain part is larger, and that peak falls.

The solution is unique when $k_s\ne k_h$. If the slopes were equal, the two equations would either contradict each other or repeat the same information. The method needs straight paths in the plane of shifts. It does not need either shift to be proportional to carrier density.

\subsection*{(b) Errors}

For independent errors, the variance of a linear combination is the sum of squared coefficients times the individual variances. The coefficients of $(x,y)$ are $(-k_h,1)/(k_s-k_h)$ in $s$ and $(k_s,-1)/(k_s-k_h)$ in $h$. Hence
\begin{align}
\sigma_s&=\frac{\sigma\sqrt{1+k_h^2}}{k_s-k_h}=\frac{0.5\sqrt{1.49}}{1.5}=0.41\ \mathrm{cm^{-1}},\\
\sigma_h&=\frac{\sigma\sqrt{1+k_s^2}}{k_s-k_h}=\frac{0.5\sqrt{5.84}}{1.5}=0.81\ \mathrm{cm^{-1}}.
\end{align}
The coefficients in $s$ and $h$ have opposite signs for each peak, so the two errors are negatively correlated. They must not be combined as if independent.

For the slopes, differentiate $s$ at fixed $x$ and $y$:
\begin{align}
\frac{\partial s}{\partial k_h}&=\frac{-x(k_s-k_h)+y-k_hx}{(k_s-k_h)^2}
=\frac{y-k_sx}{(k_s-k_h)^2}=-\frac{h}{k_s-k_h},\\
\frac{\partial s}{\partial k_s}&=-\frac{y-k_hx}{(k_s-k_h)^2}=-\frac{s}{k_s-k_h}.
\end{align}
Since $s+h=x$ is fixed, $h$ changes by the opposite amount. Lowering $k_h$ to 0.55 changes the parts to $-1.27$ and $+3.27\ \mathrm{cm^{-1}}$. Raising $k_s$ to 2.5 instead gives $-1.33$ and $+3.33\ \mathrm{cm^{-1}}$. Either change is comparable with the reading error of $s$.

\subsection*{(c) The strain}

The G peak comes from two degenerate in-plane vibrations. To first order in strain, hexagonal symmetry allows a common shift proportional to the area change and a splitting proportional to the shear. For principal strains $\varepsilon_1\ge\varepsilon_2$, positive in tension,
\begin{equation}
\frac{\Delta\omega_\pm}{\omega_0}
=-\gamma(\varepsilon_1+\varepsilon_2)
\pm\frac{\beta_s}{2}(\varepsilon_1-\varepsilon_2).
\end{equation}
This defines $\gamma$ and $\beta_s$. For biaxial strain, $\varepsilon_1=\varepsilon_2=\varepsilon$ and $s=-2\gamma\omega_0\varepsilon$, so
\begin{equation}
\varepsilon_{\rm bi}=\frac{1.6}{2(1.8)(1582)}=2.81\times10^{-4}=0.028\%.
\end{equation}
For uniaxial strain, $\varepsilon_2=-\nu\varepsilon_1$. If the unresolved peak is read at the mean of the two components, $s=-\gamma(1-\nu)\omega_0\varepsilon_1$ and
\begin{equation}
\varepsilon_{\rm uni}=\frac{1.6}{1.8(0.83)(1582)}=6.77\times10^{-4}=0.068\%.
\end{equation}
The splitting is $\beta_s(1+\nu)\varepsilon_{\rm uni}\omega_0=1.25\ \mathrm{cm^{-1}}$. It is comparable with $s$ itself, so unequal weights of the components could bias the reading. The two peak positions alone do not tell which kind of strain is present; here $k_s$ is held at 2.2 for both.

\subsection*{(d) The phonon shift caused by holes}

\paragraph{One pair of electron states.}
The phonon has negligible wavevector, so it couples states of the same electron wavevector. Let their energies be $-\mathcal E$ and $+\mathcal E$, and let the interband coupling be $g(c+c^\dagger)$, where $c$ removes one phonon of energy $\hbar\omega$. Start with the lower state full and the upper empty. With no phonon present, the electron can rise while creating one:
\begin{equation}
\delta E_0=-\frac{g^2}{2\mathcal E+\hbar\omega}.
\end{equation}
With one phonon present, it can rise by absorbing that phonon or by creating a second. The squared matrix elements are $g^2$ and $2g^2$:
\begin{equation}
\delta E_1=\frac{g^2}{\hbar\omega-2\mathcal E}-\frac{2g^2}{2\mathcal E+\hbar\omega}.
\end{equation}
The change in phonon energy is the difference:
\begin{align}
\delta E_1-\delta E_0
&=-g^2\left[\frac1{2\mathcal E-\hbar\omega}+\frac1{2\mathcal E+\hbar\omega}\right]\nonumber\\
&=-\frac{4\mathcal E g^2}{4\mathcal E^2-(\hbar\omega)^2}.
\end{align}
If both states are full or both empty, no interband transition is possible. If just the upper state is full, the sign reverses. With $f_\pm$ the occupations of the upper and lower states, the thermal average therefore carries the factor
\begin{equation}
f_-(1-f_+)-f_+(1-f_-)=f_--f_+\equiv w.
\end{equation}
Coupling within one band at the same wavevector is a constant force on the oscillator. It moves the equilibrium position but not the frequency. This treatment neglects carrier scattering during a phonon period.

\paragraph{The coupling.}
Let $\mathbf u$ be the relative displacement of the two sublattices, at angle $\phi$, and let the three bonds point at angles $\theta_0+2\pi j/3$. At a Dirac point the hopping terms carry phases $\zeta^j$, with $\zeta=e^{2\pi i/3}$, up to a common phase. With $t'=dt/db$ and $\alpha=\theta_0-\phi$, the change in the summed hopping is
\begin{align}
\delta F&=t'u\sum_{j=0}^{2}\zeta^j\cos(\alpha+2\pi j/3)\nonumber\\
&=\frac{t'u}{2}\sum_j\left(e^{i\alpha}\zeta^{2j}+e^{-i\alpha}\right)
=\frac32t'u\,e^{-i\alpha},
\end{align}
because $\sum_j\zeta^{2j}=0$. The other Dirac point gives the complex conjugate. Expanding the unperturbed sum to first order in a small wavevector $q$ involves the same sum with $t'u$ replaced by $itbq$, so $\mathcal E=(3/2)tbq$ and $\hbar v=(3/2)tb$.

If the unperturbed sum is $F=\mathcal E e^{i\chi}$, the band states have sublattice amplitudes $(1,\pm e^{-i\chi})/\sqrt2$. Their coupling has magnitude $|\mathrm{Im}(\delta F e^{-i\chi})|$. As $q$ circles the Dirac point, $\chi$ turns through $2\pi$ and the squared sine averages to $1/2$:
\begin{equation}
\langle g^2\rangle=\frac12\left(\frac32t'u_0\right)^2=\frac98t'^2u_0^2.
\end{equation}
Here $u_0$ is the zero-point amplitude. For $N$ cells and carbon mass $m$, the relative motion has total mass $Nm/2$, so $u_0^2=\hbar/[2(Nm/2)\omega]=\hbar/(Nm\omega)$.

\paragraph{The sum over the cones.}
Spin and the two Dirac points give four copies. With cell area $A=(3\sqrt3/2)b^2$, the sum over wavevectors is
\begin{equation}
4NA\int\frac{q\,dq}{2\pi}
=\frac{2NA}{\pi(\hbar v)^2}\int\mathcal E\,d\mathcal E .
\end{equation}
Let $\Delta=\hbar\omega/2$. The single-pair factor becomes $4\mathcal E/(4\mathcal E^2-4\Delta^2)=\mathcal E/(\mathcal E^2-\Delta^2)$. Subtract the neutral layer at the same temperature. With $\mu$ the depth of the Fermi level below the Dirac point,
\begin{equation}
\hbar\,\delta\omega=C\,\mathrm P\!\int_0^\infty
\frac{\mathcal E^2(w_0-w_\mu)}{\mathcal E^2-\Delta^2}\,d\mathcal E .
\label{eq:shift}
\end{equation}
The principal value P gives the frequency shift; the resonant part gives a width. The prefactor is
\begin{align}
C&=\frac{2NA}{\pi(\hbar v)^2}\,\frac98t'^2\frac{\hbar}{Nm\omega}
=\frac{A}{\pi}\,\frac{9t'^2}{4(\hbar v)^2}\,\frac{\hbar}{m\omega}\nonumber\\
&=\frac{3\sqrt3b^2}{2\pi}\,\frac{\beta^2}{b^4}\,\frac{\hbar}{m\omega}
=\frac{3\sqrt3\,\beta^2\hbar}{2\pi m\omega b^2},
\end{align}
where $\hbar v=(3/2)tb$ and $|t'|=\beta t/b$ were used.

As a test of the coupling and of the sum over states (both sides use the same $u_0$), a tight-binding sum over the full zone on a $1500\times1500$ grid was compared with the cone integral. At 300 K, $\mu=0.17$ eV and a broadening of 0.04 eV in both, their ratio was 1.0000.

\paragraph{The cold limit.}
At zero temperature $w_0=1$, while $w_\mu=0$ for $\mathcal E<\mu$ and 1 above. Writing $\mathcal E^2=(\mathcal E^2-\Delta^2)+\Delta^2$ gives
\begin{align}
\hbar\,\delta\omega
&=C\left[\mu+\Delta^2\,\mathrm P\!\int_0^\mu\frac{d\mathcal E}{\mathcal E^2-\Delta^2}\right]\nonumber\\
&=C\left[\mu+\frac\Delta2\ln\left|\frac{\mu-\Delta}{\mu+\Delta}\right|\right].
\label{eq:cold}
\end{align}
Blocking transitions with $\mathcal E>\Delta$ raises the frequency; blocking those with $\mathcal E<\Delta$ lowers it. For $\mu\gg\Delta$, the shift approaches $C\mu$. At $\mu=\Delta$ the cold formula diverges, which temperature or scattering removes.

\subsection*{(e) The hole density}

The phonon energy is 0.1961 eV, so $\Delta=0.0981$ eV, and the parameters give $C=0.00455$. In the cold limit, the root of \eqref{eq:cold} for $h=3.6\ \mathrm{cm^{-1}}$ is $\mu=0.165$ eV. Substitution confirms it:
\begin{align}
\hbar\,\delta\omega&\simeq0.00455\left[0.165+0.0490\ln\frac{0.0669}{0.2631}\right]\nonumber\\
&\simeq4.5\times10^{-4}\ \mathrm{eV},
\end{align}
which corresponds to $3.6\ \mathrm{cm^{-1}}$. The holes fill four circles of radius $q_F=\mu/(\hbar v)$, so
\begin{equation}
p=4\,\frac{\pi q_F^2}{(2\pi)^2}=\frac{\mu^2}{\pi(\hbar v)^2}
=2.0\times10^{12}\ \mathrm{cm^{-2}}.
\end{equation}
At 300 K, \eqref{eq:shift} is solved numerically on the branch $\mu>\Delta$, giving $\mu=0.167$ eV. The net density, holes minus thermally excited electrons, is
\begin{equation}
p=\frac{2}{\pi(\hbar v)^2}\int_0^\infty\!\mathcal E
\left[\frac1{e^{(\mathcal E-\mu)/k_BT}+1}-\frac1{e^{(\mathcal E+\mu)/k_BT}+1}\right]d\mathcal E,
\end{equation}
or $2.2\times10^{12}\ \mathrm{cm^{-2}}$. The hole gas is fairly degenerate, with $\mu/k_BT=6.5$, and the cold estimate is about 10\% below the 300 K value.

The coupling matters more. Taking $\beta=2$ or 3 gives $3.2\times10^{12}$ or $1.8\times10^{12}\ \mathrm{cm^{-2}}$. Other inputs matter about as much as raising $\beta$ to 3. The reading error $\sigma_h=0.81\ \mathrm{cm^{-1}}$ alone spans $1.9$ to $2.6\times10^{12}\ \mathrm{cm^{-2}}$. Taking $v=0.9$ or $1.1\times10^6$ m/s at fixed $\beta$ gives $2.7$ or $1.8\times10^{12}\ \mathrm{cm^{-2}}$. A broadening of 0.04 eV, as in the test in (d), raises the density to $2.6\times10^{12}\ \mathrm{cm^{-2}}$. The density is therefore an estimate of a few times $10^{12}\ \mathrm{cm^{-2}}$, not a two-digit measurement.

At half the 300 K density, the model shift is $0.56\ \mathrm{cm^{-1}}$, far below half of 3.6. A fixed shift per hole would fail here. At small $\mu$ the shift can even be negative: the lowest value sampled between 0.002 and 0.12 eV was $-0.33\ \mathrm{cm^{-1}}$. Both numbers are for a clean layer at 300 K; with a broadening of 0.04 eV they become about $1.0$ and $-0.08\ \mathrm{cm^{-1}}$, so the nonlinearity weakens but remains. The model does not give the 2D shift, so it cannot establish that the hole path stays straight near neutrality. That remains an assumption of part (a).

\subsection*{(f) Interpretation}

\paragraph{Carrier sign.}
The peak positions do not identify the carriers as holes; an electrical measurement, for example, must do so. If they were electrons and the 2D peak barely responded to them, a rough slope of zero would replace $k_h$. Then $s=-1/2.2=-0.45$ and the doping part would be $+2.45\ \mathrm{cm^{-1}}$.

\paragraph{Heating.}
Suppose the sample is 10 K warmer than the reference, with rough rates of $-0.02$ (G) and $-0.035\ \mathrm{cm^{-1}/K}$ (2D). The extra shifts are $-0.20$ and $-0.35\ \mathrm{cm^{-1}}$. The separation misreads them as $-0.14$ of strain and $-0.06\ \mathrm{cm^{-1}}$ of doping, both below the reading errors.

\paragraph{Laser energy.}
The 2D position depends on laser energy, roughly by $100\ \mathrm{cm^{-1}/eV}$; the G position is taken as independent of it. If the sample is measured at 532 nm but the reference at 514.5 nm, the photon energy is lower by 0.0793 eV and the 2D peak by $7.9\ \mathrm{cm^{-1}}$. This adds false parts of $-7.93/1.5\simeq-5.3$ to $s$ and $+5.3\ \mathrm{cm^{-1}}$ to $h$. Had the stated shifts contained this mismatch, the corrected parts would be about $+3.7$ and $-1.7\ \mathrm{cm^{-1}}$: the strain would change sign, and the hole part would lie below the lowest model value sampled in (e).

\paragraph{The real case.}
For graphene on oxidized silicon, strains of some hundredths of a percent and hole densities of some $10^{12}\ \mathrm{cm^{-2}}$ are ordinary rough magnitudes, and the parameters used here are rough typical values. Real layers can break the assumption of uniform charge under the laser spot. Because the model shift is nonlinear in density, its spatial average is not in general the shift at the average density. The density estimate also omits the direct change of bond stiffness with charge. Neither effect has been sized here. Of the effects that were, a laser mismatch moves the separation most, followed by a wrong carrier sign if the electron slope is near zero; for an electron slope of 0.4 the parts move by only $0.6\ \mathrm{cm^{-1}}$, less than the reading error of $h$. The split into $-1.6$ and $+3.6\ \mathrm{cm^{-1}}$ thus holds for the stated reference, carrier type and slopes. The numerical output lists the values used.

\section*{Numbers as computed}
\begin{verbatim}
Input G, 2D shifts: +2.0, -1.0 cm^-1
Input strain, hole slopes: 2.2, 0.7
Slope difference: 1.5
G parts, strain and holes: -1.60, +3.60 cm^-1
2D parts, strain and holes: -3.52, +2.52 cm^-1
Reading error of each peak: 0.5 cm^-1
Resulting errors, strain and hole parts: 0.41, 0.81 cm^-1
Unstrained G position: 1582 cm^-1
Grueneisen, shear, Poisson parameters: 1.8, 1.0, 0.17
Biaxial strain: 0.0281 %
Uniaxial strain: 0.0677 %
Uniaxial G splitting: 1.25 cm^-1
Temperature: 300 K; thermal energy: 0.0259 eV
Fermi velocity: 1.0e+06 m/s; bond: 0.142 nm
G phonon energy, half of it: 0.1961, 0.0981 eV
Hopping parameter beta: 2.5; coupling C: 0.00455
Fermi-level depth at 300 K: 0.167 eV
Depth / thermal energy: 6.46
Net hole density at 300 K: 2.21e+12 cm^-2
Zero-temperature depth: 0.165 eV
Zero-temperature density: 2.00e+12 cm^-2
Density for beta=2, 3: 3.22e+12, 1.78e+12 cm^-2
G shift at half density: 0.56 cm^-1
Lowest G shift for depths 0.002-0.12 eV: -0.328 cm^-1
Lattice / cone shift in broadened test: 1.0000
Parts with hole slope 0.55: -1.27, +3.27 cm^-1
Parts with strain slope 2.5: -1.33, +3.33 cm^-1
Parts with electron slope 0: -0.45, +2.45 cm^-1
Heating: 10 K; G, 2D rates: -0.02, -0.035 cm^-1/K
False parts from heating: -0.14, -0.06 cm^-1
Sample, reference lasers: 532.0, 514.5 nm
2D dispersion: 100 cm^-1/eV; energy change: -0.0793 eV
False 2D shift from laser change: -7.93 cm^-1
False parts from laser change: -5.28, +5.28 cm^-1
\end{verbatim}
